\section*{The Bixon–Jortner model: eigenstates, spectral width and time evolution}

\section*{Question}

I am stuck on the Bixon--Jortner exercise. A level $|s\rangle$ of energy $E_s$ is coupled by the same real matrix element $v\neq0$ to every rung of a ladder $|n\rangle$ of energies $n\varepsilon$, with $n$ any integer and $\varepsilon>0$:
\begin{equation}
H=E_s|s\rangle\langle s|+\sum_n n\varepsilon\,|n\rangle\langle n|+v\sum_n\big(|s\rangle\langle n|+|n\rangle\langle s|\big).
\end{equation}
All states are orthonormal and the system starts in $|s\rangle$. I am to find the eigenstates, get a width $2\pi v^2/\varepsilon$, show exponential decay, and show recurrences at $2\pi\hbar/\varepsilon$. The eigenvalue condition contains $\sum_n 1/(E-n\varepsilon)$, which does not converge absolutely. In the time domain I get a delta function sitting on the end of an integral. And when I diagonalise a large matrix, the survival probability at $t=2\pi\hbar/\varepsilon$ is nearly zero, not one. What is the correct statement, and how is it derived?

\section*{Answer}

Your numerics are right: when the level has nearly emptied by that time, as in your case, the revival begins there and peaks later, below one. Also, $2\pi v^2/\varepsilon$ is exactly the decay width up to that time, but it approximates the width of the spectral envelope only when $\pi|v|\gg\varepsilon$. Define
\begin{equation}
\Gamma=\frac{2\pi v^2}{\varepsilon},\quad \gamma=\frac{\Gamma}{\hbar},\quad T=\frac{2\pi\hbar}{\varepsilon},\quad \omega=\frac{E_s}{\hbar}.
\end{equation}
The infinite ladder means the limit $N\to\infty$ of the symmetric cut $|n|\le N$.

\subsection*{The ladder sums}

Expand $\cos x\theta$ on $[-\pi,\pi]$, for non-integer (possibly complex) $x$, as $A_0/2+\sum_{n\ge1}A_n\cos n\theta$. With $2\cos x\theta\cos n\theta=\cos(x+n)\theta+\cos(x-n)\theta$ and $\sin(x\pm n)\pi=(-1)^n\sin\pi x$,
\begin{equation}
A_n=\frac1\pi\left[\frac{\sin(x+n)\pi}{x+n}+\frac{\sin(x-n)\pi}{x-n}\right]=\frac{(-1)^n\sin\pi x}{\pi}\left[\frac1{x+n}+\frac1{x-n}\right].
\end{equation}
The periodic extension is continuous and piecewise smooth, so the series converges at $\theta=\pi$, where $\cos n\pi=(-1)^n$ cancels the sign. Dividing by $\sin(\pi x)/\pi$ gives the first sum below, with $n$ and $-n$ paired. The second follows by differentiating term by term and changing sign, allowed because $\sum(x-n)^{-2}$ converges uniformly away from the integers:
\begin{equation}
\lim_{N\to\infty}\sum_{n=-N}^{N}\frac1{x-n}=\pi\cot\pi x,\qquad \sum_n\frac1{(x-n)^2}=\frac{\pi^2}{\sin^2\pi x}.
\label{sums}
\end{equation}
The pairing is part of the model. A cut from $-N$ to $2N$ adds $\sum_{n=N+1}^{2N}(x-n)^{-1}\to-\int_N^{2N}dn/n=-\ln2$, which in the eigenvalue condition below replaces $E_s$ by $E_s-(v^2/\varepsilon)\ln2$.

\subsection*{Eigenvalues and weights}

Write an eigenstate as $\alpha|s\rangle+\sum_n\beta_n|n\rangle$. Projecting $H\psi=E\psi$ on $\langle n|$ and $\langle s|$ gives
\begin{equation}
(E-n\varepsilon)\beta_n=v\alpha,\qquad (E-E_s)\alpha=v\sum_n\beta_n .
\end{equation}
No eigenvalue lies on a rung: $E=m\varepsilon$ forces $\alpha=0$, then $\beta_{n\ne m}=0$, and the second equation gives $\beta_m=0$. So $\beta_n=v\alpha/(E-n\varepsilon)$ with $\alpha\ne0$, and (\ref{sums}) with $x=E/\varepsilon$ gives
\begin{equation}
E-E_s=\frac{v^2}{\varepsilon}\sum_n\frac1{E/\varepsilon-n}=\frac\Gamma2\cot\frac{\pi E}{\varepsilon}.
\label{eig}
\end{equation}
On each interval $(j\varepsilon,(j+1)\varepsilon)$ the cotangent falls strictly from $+\infty$ to $-\infty$ while the left side rises, so there is exactly one root $E_j$.

The weight $w_j=|\alpha|^2$ of $|s\rangle$ follows from $|\alpha|^2+\sum|\beta_n|^2=1$, the second sum, $1/\sin^2=1+\cot^2$, and (\ref{eig}) with $\Gamma/2=\pi v^2/\varepsilon$:
\begin{align}
\frac1{w_j}&=1+\frac{\pi^2v^2}{\varepsilon^2}\left[1+\cot^2\frac{\pi E_j}{\varepsilon}\right]
=1+\frac{(\Gamma/2)^2}{v^2}+\frac{(E_j-E_s)^2}{v^2},\\
w_j&=\frac{v^2}{(E_j-E_s)^2+v^2+(\Gamma/2)^2}.
\label{w}
\end{align}
The weights lie on a Lorentzian that halves when $(E-E_s)^2=v^2+\Gamma^2/4$. Its full width is
\begin{equation}
\mathrm{FWHM}=2\sqrt{v^2+\Gamma^2/4}=\Gamma\sqrt{1+\varepsilon^2/\pi^2v^2},
\end{equation}
which approaches $\Gamma$ only for $\pi|v|\gg\varepsilon$. For $\varepsilon\to0$ at fixed $\Gamma$, $v^2=\varepsilon\Gamma/2\pi\to0$, and with one root per interval the weight per unit energy $w/\varepsilon$ becomes the normalised Lorentzian $(\Gamma/2\pi)/[(E-E_s)^2+\Gamma^2/4]$.

\subsection*{The delay equation}

Let $a(t)=\langle s|\psi(t)\rangle$, $b_n(t)=\langle n|\psi(t)\rangle$, $a(0)=1$, $b_n(0)=0$ and $P=|a|^2$. The Schr\"odinger equation reads $i\hbar\dot a=E_sa+v\sum b_n$ and $i\hbar\dot b_n=n\varepsilon b_n+va$. The second integrates to $b_n(t)=-(iv/\hbar)\int_0^te^{-in\varepsilon\tau/\hbar}a(t-\tau)\,d\tau$. Inserting it, the two factors $-iv/\hbar$ multiply to $-v^2/\hbar^2$:
\begin{equation}
\dot a=-i\omega a-\frac{v^2}{\hbar^2}\sum_{n=-N}^{N}\int_0^te^{-2\pi in\tau/T}a(t-\tau)\,d\tau .
\label{mem}
\end{equation}
Now the endpoint. Take a continuous, piecewise smooth $f$ on $[0,t]$, set to zero outside, and fold it into the $T$-periodic function $G(\tau)=\sum_kf(\tau+kT)$. Since the exponential has period $T$, $\int_0^tf e^{-2\pi in\tau/T}d\tau=T\,G_n$, with $G_n$ the Fourier coefficients of $G$. The symmetric sum of the $G_n$ is the Fourier series at $\tau=0$, which converges to the mean of the two one-sided limits. For $t$ not a multiple of $T$, these are $G(0^+)=f(0)+S$ and $G(0^-)=S$, with $S=\sum_{0<kT<t}f(kT)$. Therefore
\begin{equation}
\sum_n\int_0^te^{-2\pi in\tau/T}f(\tau)\,d\tau\to T\Big[\tfrac12f(0)+\sum_{0<kT<t}f(kT)\Big].
\label{comb}
\end{equation}
The delta at the endpoint counts half. With $f(\tau)=a(t-\tau)$, $v^2T/\hbar^2=2\pi v^2/\varepsilon\hbar=\gamma$, $z=i\omega+\gamma/2$ and $\theta$ the unit step,
\begin{equation}
\dot a(t)=-z\,a(t)-\gamma\sum_{k\ge1}\theta(t-kT)\,a(t-kT).
\label{dde}
\end{equation}

This treated $a$ as independent of $N$, which needs a justification. For finite $N$ and $\mathrm{Re}\,s>0$, the Laplace transform of (\ref{mem}) is $\hat a_N=[s+i\omega+(v^2/\hbar^2)\sum_n(s+in\varepsilon/\hbar)^{-1}]^{-1}$. Since $s+in\varepsilon/\hbar=(\varepsilon/i\hbar)(x-n)$ with $x=i\hbar s/\varepsilon$, and $\cot iy=-i\coth y$, the sum tends to $(T/2)\coth(sT/2)$, so $\hat a_N\to\hat a=[s+i\omega+(\gamma/2)\coth(sT/2)]^{-1}$. Also $\hat a_N=\sum w^{(N)}/(s+iE^{(N)}/\hbar)$ over the finite-$N$ eigenstates. In each interval the root and weight converge to $E_j,w_j$, because the finite sums converge and the root condition is monotonic, while eigenvalues with $|E|>\Lambda$ contribute at most about $\hbar/\Lambda$ for large $\Lambda$. Hence $\hat a=\sum_jw_j/(s+iE_j/\hbar)$. Multiplying by $s$ and letting real $s\to\infty$ gives $\sum_jw_j=1$. No weight escapes to infinity, so $a_N(t)\to\sum_jw_je^{-iE_jt/\hbar}$, whose transform is $\hat a$. With $q=e^{-sT}$, $\tfrac12\coth(sT/2)=\tfrac12+q/(1-q)=\tfrac12+\sum_{k\ge1}q^k$, so $s\hat a-1=-z\hat a-\gamma\sum_kq^k\hat a$, which is the transform of (\ref{dde}). Uniqueness of the transform completes the argument.

\subsection*{Exponential decay}

For $t<T$ the delayed terms are absent, so
\begin{equation}
a=e^{-i\omega t-\gamma t/2},\qquad P(t)=e^{-\Gamma t/\hbar},\qquad 0\le t\le T,
\end{equation}
exactly in this model, for any $v$ and $E_s$. The rate is the golden-rule value $2\pi v^2\rho/\hbar$ with level density $\rho=1/\varepsilon$. To see this, put $d_n=n\varepsilon-E_s$. The first-order escape probability is $Q=\sum_n4v^2\sin^2(d_nt/2\hbar)/d_n^2=\sum_n2v^2[1-\cos(d_nt/\hbar)]/d_n^2$, so $\dot Q=(2v^2/\hbar^2)\,\mathrm{Re}\sum_n\int_0^te^{-id_n\tau/\hbar}d\tau$. Equation (\ref{comb}) with $f=e^{i\omega\tau}$ gives $T/2$ for the sum, so $\dot Q=\gamma$ for $t<T$.

For $t<T$ the energy resolution $2\pi\hbar/t$ is coarser than $\varepsilon$, which makes decay from a discrete spectrum plausible but does not make it exactly exponential. The exact result holds because the kernel (\ref{comb}) has no peak between $0$ and $T$, so that (\ref{dde}) contains $\varepsilon$ and $v$ only through $\gamma$. Rungs at $(2m\pm0.35)\varepsilon$ have the same mean density, but their kernel is $2\cos(0.35\varepsilon\tau/\hbar)\sum_me^{-2im\varepsilon\tau/\hbar}$, which has a peak at $T/2$, and an echo starts there. The envelope width and the rate can differ because the envelope is sampled at the unevenly spaced roots of (\ref{eig}), so $a(t)$ is not the Fourier transform of the envelope. With $\Delta=E-E_s$, (\ref{eig}) reads $j=E/\varepsilon-\pi^{-1}\mathrm{arccot}(2\Delta/\Gamma)$, so the density of roots is $dj/dE=1/\varepsilon+(\Gamma/2\pi)/(\Delta^2+\Gamma^2/4)=(\Delta^2+v^2+\Gamma^2/4)/[\varepsilon(\Delta^2+\Gamma^2/4)]$, using $\Gamma/2\pi=v^2/\varepsilon$. Multiplying by (\ref{w}) gives $w\,dj/dE=(\Gamma/2\pi)/(\Delta^2+\Gamma^2/4)$: the smooth density of roots is raised near $E_s$, and the weight per unit energy it gives has width exactly $\Gamma$. For $\Gamma\ll\varepsilon$ this density is an interpolation between roots, not a resolved line: with $E_s$ on a rung and $|v|\ll\varepsilon$, nearly all the weight sits on two roots near $E_s\pm|v|$.

A finite ladder changes two things. At short times $1-P\approx(\langle H^2\rangle-\langle H\rangle^2)t^2/\hbar^2$, from expanding $e^{-iHt/\hbar}$ to second order. Since $H|s\rangle=E_s|s\rangle+v\sum|n\rangle$, the variance is $(2N+1)v^2$, and the decay is quadratic for $t\ll\hbar/N\varepsilon$. At later times, the missing rungs would have contributed $v^2\sum_{n>N}2E/(E^2-n^2\varepsilon^2)\approx-\eta E$ for $|E|\ll N\varepsilon$, with $\eta=2v^2/\varepsilon^2N$. Removing them turns (\ref{eig}) into $(1-\eta)E-E_s=(\Gamma/2)\cot(\pi E/\varepsilon)$, and division by $1-\eta$ shows $\gamma\to\gamma(1+\eta)$ at leading order in $1/N$.

\subsection*{Echoes}

At $\tau=kT$ all ladder phases $e^{-in\varepsilon\tau/\hbar}$ return to one, and amplitude that left $|s\rangle$ a time $kT$ earlier drives it again. Let $\tau_k=t-kT$ and try
\begin{equation}
a(t)=\sum_{k\ge0}\theta(\tau_k)\,g_k(\gamma\tau_k)\,e^{-z\tau_k},\qquad g_0=1,\quad g_k(0)=0\ (k\ge1).
\end{equation}
The condition $g_k(0)=0$ keeps $a$ continuous, so differentiating the steps gives nothing, and $\dot a+za=\gamma\sum_k\theta(\tau_k)g_k'e^{-z\tau_k}$. Delaying term $m$ by $lT$ turns $\tau_m$ into $\tau_{m+l}$, so the delayed sum in (\ref{dde}) is $\sum_{k\ge1}\theta(\tau_k)e^{-z\tau_k}\sum_{m<k}g_m(\gamma\tau_k)$. Matching each $k$,
\begin{equation}
g_k'=-\sum_{m=0}^{k-1}g_m,\qquad\text{hence}\qquad g_{k+1}'=g_k'-g_k\quad(k\ge1).
\end{equation}
This gives $g_1=-x$, $g_2=-x+x^2/2$, $g_3=-x+x^2-x^3/6$, and in general
\begin{equation}
g_k(x)=-\sum_{m=0}^{k-1}\binom{k-1}{m}\frac{(-1)^mx^{m+1}}{(m+1)!}.
\label{gk}
\end{equation}
For the induction, assume (\ref{gk}) for $k$. Then $g_k'=-\sum_m\binom{k-1}{m}(-1)^mx^m/m!$, and shifting $m+1\to m$ gives $-g_k=-\sum_m\binom{k-1}{m-1}(-1)^mx^m/m!$. Pascal's rule adds them to $g_{k+1}'=-\sum_m\binom km(-1)^mx^m/m!$, and integrating from zero gives (\ref{gk}) for $k+1$. With $L^{(1)}_{k-1}(x)=\sum_m\binom{k}{m+1}(-x)^m/m!$ and $\binom k{m+1}=\frac{k}{m+1}\binom{k-1}{m}$, this is $g_k=-(x/k)L^{(1)}_{k-1}(x)$, so
\begin{equation}
a(t)=e^{-zt}-\sum_{k\ge1}\theta(\tau_k)\frac{\gamma\tau_k}{k}L^{(1)}_{k-1}(\gamma\tau_k)\,e^{-z\tau_k}.
\label{echo}
\end{equation}
Each echo starts from zero at $kT$, which is why you found $P(T)=e^{-\gamma T}$.

For $T\le t\le2T$ put $x=\gamma(t-T)$ and $c=e^{-zT}=R+iI$. Then $a=e^{-z\tau_1}(c-x)$ and $P=e^{-x}(u^2+I^2)$ with $u=x-R$. The derivative $dP/dx=e^{-x}(2u-u^2-I^2)$ is positive between the roots $u=1\pm\sqrt{1-I^2}$, so the upper root is the maximum, and there $u^2+I^2=2u$:
\begin{equation}
x^*=1+R+\sqrt{1-I^2},\qquad P^*=2e^{-x^*}\big(1+\sqrt{1-I^2}\big).
\end{equation}
This peak lies in the window only if $x^*<\gamma T$. For $\gamma T\gg1$, $c\to0$, the peak is at $T+2/\gamma$ and its height is $4/e^2=0.541$. The position of $E_s$ relative to the rungs enters $P$ only through the relative phases of the terms, multiples of $\omega T=2\pi E_s/\varepsilon$. As $\varepsilon\to0$ at fixed $\Gamma$, $T\to\infty$ and only the exponential remains. Equal spacing makes the kernel in (\ref{mem}) periodic with period $T$. Equal coupling over the infinite ladder makes it a single delta per period, which puts the echoes at $kT$ and gives the closed form (\ref{echo}). Both are needed: with $v_n^2=v^2[1+b(-1)^n]$ on the same rungs, the factor $(-1)^n$ shifts $\tau$ by $T/2$ and adds deltas of relative weight $b$ at $(k+\tfrac12)T$, so an echo starts at $T/2$.

\subsection*{Numbers}

Take round model parameters $\varepsilon=1$, $v=0.5$, $E_s=0.2\ \mathrm{cm^{-1}}$, with $\hbar=5.3088\ \mathrm{cm^{-1}\,ps}$. Then
\begin{align*}
\Gamma&=2\pi(0.5)^2/1=1.5708\ \mathrm{cm^{-1}}=0.1948\ \mathrm{meV},\\
\gamma&=1.5708/5.3088=0.2959\ \mathrm{ps^{-1}},\qquad \hbar/\Gamma=3.380\ \mathrm{ps},\\
T&=2\pi\times5.3088/1=33.356\ \mathrm{ps},\qquad \gamma T=9.8696,\\
\mathrm{FWHM}&=2\sqrt{0.5^2+0.7854^2}=1.862\ \mathrm{cm^{-1}}=1.185\,\Gamma .
\end{align*}
The roots for $j=-2,\dots,2$ are $-1.1661$, $-0.3152$, $0.4150$, $1.2103$, $2.1234\ \mathrm{cm^{-1}}$, with weights $0.0915$, $0.2208$, $0.2738$, $0.1324$, $0.0547$. For $j=0$, $w=0.5^2/[(0.4150-0.2)^2+0.5^2+0.7854^2]=0.2738$. The nearest $40000$ roots ($|E|<J\varepsilon$, $J=20000$) carry weight $0.999975$, and the remainder is the tail $2\sum_{j>J}v^2/j^2\varepsilon^2\approx2v^2/\varepsilon^2J$.

In the first window $P(10\ \mathrm{ps})=e^{-2.959}=0.0519$ and $P(T)=e^{-9.8696}=5.17\times10^{-5}$. A matrix with $N=800$ gives a fitted rate $0.2961\ \mathrm{ps^{-1}}$, in line with $0.2959\,(1+\eta)$ for $\eta=6.25\times10^{-4}$, and its quadratic regime lies below $0.0066$ ps.

For the echo, $c=0.00222-0.00684\,i$, so $\sqrt{1-I^2}=1.0000$ and $x^*=2.0022$. The delay is $2.0022\times3.380=6.767$ ps, the peak is at $33.356+6.767=40.123$ ps, and $P^*=4e^{-2.0022}=0.540$. At $2T$ the same formula gives $P=5.172\times10^{-5}(9.8696-0.0022)^2=5.04\times10^{-3}$. The maxima of the next windows are $0.379$ at $84.45$ ps and $0.300$ at $129.63$ ps. The first of these comes further into its window than the first echo did: $g_2e^{-x/2}$ is stationary where $g_2'=g_2/2$, that is $x^2-6x+4=0$, and the root $3+\sqrt5$ gives $66.713+(3+\sqrt5)\,3.380=84.4$ ps. The tails of the earlier terms, neglected in this estimate, move the peak slightly.

Halving $\varepsilon$ at fixed $\Gamma$ ($\varepsilon=0.5$, $v=0.3536\ \mathrm{cm^{-1}}$, $N=600$) gives $P(40.12\ \mathrm{ps})=6.9\times10^{-6}$, still on the exponential, and $P(73.47\ \mathrm{ps})=0.543$: the echo has moved to after $2T$ of the original ladder. Both values carry the truncation error of $N=600$ ($\eta=1.7\times10^{-3}$); the infinite ladder gives $7.0\times10^{-6}$ and $0.541$.

For $v=0.1\ \mathrm{cm^{-1}}$, $\Gamma=0.0628\ \mathrm{cm^{-1}}$ while the FWHM is $0.2096\ \mathrm{cm^{-1}}=3.34\,\Gamma$. The rate fitted to matrices with $N=400$ is $0.011836\ \mathrm{ps^{-1}}$ for $E_s=0$, $0.2$ and $0.5\ \mathrm{cm^{-1}}$, against $\gamma=0.011835\ \mathrm{ps^{-1}}$. Here $\gamma T=0.395$, so $P$ has only fallen to $0.674$ when the first echo starts, and the peak formula does not apply because $x^*>\gamma T$.

The numerical check tests the sums, roots, weights, delay equation and (\ref{echo}) against quadrature, explicit sums, symbolic recursion, the spectral sum over roots and diagonalisation. Over four windows, away from the times $kT$, the largest $|a_{\rm matrix}-a_{\rm formula}|$ is $2.1\times10^{-3}$ for $N=400$, $1.0\times10^{-3}$ for $N=800$ and $2.6\times10^{-6}$ after extrapolation in $1/N$.

\section*{Table of computed values}
\begin{verbatim}
hbar = 5.3088 cm^-1 ps
eps = 1.0 cm^-1, v = 0.5 cm^-1, Es = 0.2 cm^-1
Gamma = 1.5708 cm^-1 = 0.1948 meV; Gamma/2 = 0.7854 cm^-1
gamma = 0.2959 ps^-1; lifetime hbar/Gamma = 3.380 ps
T = 33.356 ps; gamma*T = 9.8696
envelope FWHM = 1.8621 cm^-1; FWHM/Gamma = 1.1854
FWHM fitted to matrix N=800: 1.8630 cm^-1
interval j: E (cm^-1), w | matrix N=800: E (cm^-1), w
  j=-2:  -1.1661 0.0915 |  -1.1662 0.0915
  j=-1:  -0.3152 0.2208 |  -0.3152 0.2209
  j= 0:   0.4150 0.2738 |   0.4150 0.2739
  j= 1:   1.2103 0.1324 |   1.2104 0.1325
  j= 2:   2.1234 0.0547 |   2.1235 0.0548
sum of these five weights = 0.7733
sum of 40000 weights = 0.999975
asymmetric-cut shift of Es = -0.1733 cm^-1
eta (N=800) = 6.25e-04
rate fitted to matrix N=800: 0.2961 ps^-1
max |a_matrix - a_formula|: N=400 2.1e-03, N=800 1.0e-03, extrapolated 2.6e-06
quadratic-regime time hbar/(N eps), N=800: 0.0066 ps
P(5.000 ps) = 2.2777e-01
P(10.000 ps) = 5.1879e-02
P(20.000 ps) = 2.6915e-03
P(33.356 ps) = 5.1723e-05
P(66.713 ps) = 5.0360e-03
P(100.069 ps) = 7.7831e-02
c = 0.00222 + (-0.00684) i; |c| = 0.00719
x* = 2.0022; delay x*/gamma = 6.767 ps; 2/gamma = 6.759 ps
first echo peak: t = 40.123 ps, P = 0.5401; 4/e^2 = 0.5413
spectral-sum peak: t = 40.123 ps, P = 0.5401
max P in (2T,3T) = 0.3790 at t = 84.45 ps
max P in (3T,4T) = 0.3000 at t = 129.63 ps
g_1(x) = -x
g_2(x) = x**2/2 - x
g_3(x) = -x**3/6 + x**2 - x
half spacing: eps = 0.5 cm^-1, v = 0.3536 cm^-1 (matrix N=600)
  P(40.12 ps) = 6.9e-06; P(73.47 ps) = 0.543
weak case v = 0.1 cm^-1: Gamma = 0.0628 cm^-1, lifetime = 84.49 ps
  FWHM = 0.2096 cm^-1; FWHM/Gamma = 3.336
  gamma = 0.011835 ps^-1; gamma*T = 0.3948; P(T) = 0.6738
  fitted rates, Es = 0, 0.2, 0.5 cm^-1: 0.011836, 0.011836, 0.011836 ps^-1
\end{verbatim}
